# Half-Occupation Estimate of a Defect Level in a Charged Sheet

A defect in a two-dimensional semiconductor channel can capture one electron and change its charge from \(0\) to \(-1\). The Fermi energy at which the two charge states have equal formation energy is the transition level \((0/-)\). A mean-field calculation can find it from two total energies, or estimate it from one orbital eigenvalue at fractional occupation. The problem is to derive the estimate, find its leading error, and separate that error from those of the charged cell and of the functional.

Let \(n\), with \(0\le n\le1\), be the occupation of the added orbital, so that the defect charge is \(q=-n\) in units of the elementary charge. All other occupations are fixed. Let \(E(n)\) be the self-consistent energy and \(C(n)=E''(n)\) its curvature. Occupations are pure numbers, so \(E\) and all its derivatives are energies. Zero energy is the conduction-band edge. Unless stated otherwise, the atoms stay at the neutral geometry, which defines a vertical level.

## (a) What does the eigenvalue measure?

**Express the level through total energies, and prove that the eigenvalue \(\varepsilon(n)\) of the added orbital equals \(dE/dn\).**

**Solution.** Adding an electron from a reservoir at Fermi energy \(\mu\) costs the reservoir \(\mu\). Apart from terms common to both charge states, the formation energies are \(E(0)\) and \(E(1)-\mu\). They are equal at

\[
\mu_{0/-}=E(1)-E(0)\equiv\Delta E .
\]

For a definite mean field, take two electrons of opposite spin. Orbital \(\phi_u\) is full and \(\phi_d\) has occupation \(n\). Their density is \(\rho=|\phi_u|^2+n|\phi_d|^2\). Let \(h_0\) contain the kinetic energy and the fixed defect potential, and let \((f|g)\) be the interaction energy integral of \(f\) and \(g\) with kernel \(W\). The functional is

\[
\begin{aligned}
E={}&\langle u|h_0|u\rangle+n\langle d|h_0|d\rangle+\tfrac12(\rho|\rho)\\
&-\tfrac a2\left[(\rho_u|\rho_u)'+n^2(\rho_d|\rho_d)'\right],
\end{aligned}
\]

where \(\rho_i=|\phi_i|^2\). The last line removes a fraction \(a\) of each orbital's interaction with itself. The prime denotes a kernel \(W'\) that differs from \(W\) by a constant, specified in part (c).

Varying \(\phi_d^*\) changes the density by \(n\,\delta\phi_d^*\phi_d\). The resulting functional derivative is \(n h_d\phi_d\), with

\[
h_d=h_0+W*\rho-an\,W'*\rho_d ,
\]

where the star denotes convolution. Similarly, varying \(\phi_u^*\) gives \(h_u\phi_u\), with \(h_u=h_0+W*\rho-aW'*\rho_u\). Normalization constraints turn the stationary conditions into \(h_i\phi_i=\varepsilon_i\phi_i\). At \(n=0\), the orbital \(\phi_d\) is defined by the same eigenvalue equation.

Now change \(n\). With \(f_u=1\) and \(f_d=n\), the contribution from the changing orbitals is

\[
\begin{aligned}
\sum_i f_i\left[
\left\langle\frac{d\phi_i}{dn}\middle|h_i\phi_i\right\rangle
+\left\langle h_i\phi_i\middle|\frac{d\phi_i}{dn}\right\rangle\right]
&=\sum_i f_i\varepsilon_i\frac{d}{dn}\langle\phi_i|\phi_i\rangle\\
&=0,
\end{aligned}
\]

because the norm stays one. Only the explicit dependence on \(n\) remains:

\[
\begin{aligned}
\frac{dE}{dn}
&=\langle d|h_0|d\rangle+(\rho_d|\rho)-an(\rho_d|\rho_d)'\\
&=\langle d|h_d|d\rangle=\varepsilon(n).
\end{aligned}
\]

This is Janak's relation. For a Kohn–Sham density functional the argument is the same, with the functional derivative of the interaction energy supplying the potential. Integration gives

\[
\Delta E=\int_0^1\varepsilon(n)\,dn .
\]

The orbitals may relax strongly; the relation does not freeze them. It does require a stationary, differentiable solution that follows the same orbital as \(n\) changes.

## (b) What does one midpoint eigenvalue miss?

**Replace the integral by \(\varepsilon(1/2)\). Find the exact error and its leading order.**

**Solution.** Define \(R=\Delta E-\varepsilon(1/2)\). Integrate the curvature by parts on each half of the interval, using \(C=dE'/dn\):

\[
\begin{aligned}
\int_{1/2}^1(1-n)C\,dn
&=-\tfrac12E'(\tfrac12)+E(1)-E(\tfrac12),\\
\int_0^{1/2}nC\,dn
&=\tfrac12E'(\tfrac12)-E(\tfrac12)+E(0).
\end{aligned}
\]

Subtract the second line from the first and use \(E'(1/2)=\varepsilon(1/2)\):

\[
R=\int_{1/2}^1(1-n)C(n)\,dn-\int_0^{1/2}nC(n)\,dn .
\]

The two weights are mirror images about \(n=1/2\) and enter with opposite signs. A constant curvature therefore cancels, whatever its size, as does any part of \(C\) that is even about the midpoint. Each weight integrates to \(1/8\), so

\[
|R|\le\frac{C_{\max}-C_{\min}}8 .
\]

To find the order, let \(x=n-1/2\) and expand the eigenvalue:

\[
\varepsilon=E'+E''x+\frac{E'''}2x^2+\frac{E^{(4)}}6x^3+\frac{E^{(5)}}{24}x^4+\cdots,
\]

with derivatives taken at \(n=1/2\). Integrating from \(-1/2\) to \(1/2\) removes odd powers. Since \(\int x^2dx=1/12\) and \(\int x^4dx=1/80\),

\[
\boxed{\Delta E=\varepsilon(\tfrac12)+\frac{E'''(\tfrac12)}{24}
+\frac{E^{(5)}(\tfrac12)}{1920}+\cdots}
\]

The leading error comes from \(E'''=C'\), the slope of the curvature. To identify the power of transferred charge, move from \(1/2-\delta/2\) to \(1/2+\delta/2\). The same integration gives

\[
E(\tfrac12+\tfrac\delta2)-E(\tfrac12-\tfrac\delta2)
-\delta\,\varepsilon(\tfrac12)=\frac{E'''}{24}\delta^3+O(\delta^5).
\]

Thus curvature variation enters at third order in the transferred charge. For a real transition \(\delta=1\), so smallness must come from the derivatives, not from \(\delta\).

An endpoint eigenvalue is less accurate when curvature is appreciable. If \(C\) is constant, \(E'(n)=E'(0)+Cn\) and \(\Delta E=E'(0)+C/2\). Hence \(\varepsilon(0)\) lies below \(\Delta E\) by \(C/2\), and \(\varepsilon(1)\) lies above it by \(C/2\).

Smoothness matters. Suppose the slope is \(\varepsilon_1\) below some \(n_0<1/2\) and \(\varepsilon_2\) above it, as can happen when the lowest-energy solution switches between two self-consistent branches whose total energies cross at \(n_0\). Then \(\Delta E=n_0\varepsilon_1+(1-n_0)\varepsilon_2\), while the midpoint gives \(\varepsilon_2\). The error is \(-n_0(\varepsilon_2-\varepsilon_1)\), which is first order in the slope jump. The cubic law no longer applies to a transfer whose interval contains \(n_0\).

## (c) Does half occupation cure the charged cell?

**A periodic calculation neutralizes the defect with a uniform background. Determine how the resulting image energy enters both estimates.**

**Solution.** Consider a square sheet cell of side \(L\), with the neutralizing charge in the sheet. A charge of in-plane wave number \(G\) produces potential \(\varphi=\rho_{\rm tot}/(2\epsilon_0\kappa G)\), where \(\kappa\) is the mean dielectric constant of the surroundings. Let the sheet respond with induced charge \(-2\epsilon_0r_sG^2\varphi\), which defines its screening length \(r_s\). Solving for \(\varphi\) and multiplying by the second charge gives

\[
W(G)=\frac{e^2}{2\epsilon_0G(\kappa+r_sG)} .
\]

The background removes the \(G=0\) term. For charges confined to a region small compared with \(L\), the periodic kernel differs from the isolated one by nearly a constant, called \(2\alpha\). For a Gaussian charge of width \(s\),

\[
\alpha=\frac12\left[\frac1{L^2}\sum_{G\ne0}W(G)e^{-G^2s^2}
-\int\frac{d^2G}{(2\pi)^2}W(G)e^{-G^2s^2}\right].
\]

The factor one half prevents double counting. A net charge \(q\) therefore acquires the leading image energy \(\alpha q^2\). The kernel for the removed self-interaction is \(W'=W-2\alpha\), so that this term carries no leading image energy of its own.

Here \(q=-n\), so the spurious energy is \(\alpha n^2\). It adds \(\alpha\) to \(\Delta E\). Its derivative is \(2\alpha n\), which is also \(\alpha\) at half occupation. Consequently,

\[
\mu_{0/-}\simeq\Delta E_{\rm cell}-\alpha
\simeq\varepsilon_{\rm cell}(\tfrac12)-\alpha .
\]

Half occupation reproduces the cell's total-energy difference, including its leading electrostatic error. The same \(\alpha\) must be subtracted from either result. The cell also adds \(2\alpha\) to the curvature, so a raw curvature is not a property of the isolated defect.

For a rigid charge shape, linear electrostatics makes the image energy quadratic in \(q\) for other cell shapes and backgrounds too, but with another \(\alpha\). In an atomistic slab calculation the potential must also be aligned with that of the pristine sheet.

## (d) What if the atoms move?

**Let one harmonic coordinate relax at every occupation. Does the half-occupation rule survive?**

**Solution.** Let \(X\) be the displacement from the neutral geometry and \(P=\int\rho w\) the electron density weighted by a dimensionless defect profile \(w\). Add the lattice energy

\[
E_{\rm lat}=\tfrac12KX^2-gX(P-P_0),
\]

where \(P_0\) is the neutral value. This choice makes the neutral defect force-free at \(X=0\). Setting the derivative with respect to \(X\) to zero gives \(X=g(P-P_0)/K\), and therefore

\[
E_{\rm lat}=-\tfrac12\lambda(P-P_0)^2,\qquad \lambda=g^2/K .
\]

Because \(\partial E/\partial X=0\), the changing coordinate adds no term to \(dE/dn\). Janak's relation still holds, with the eigenvalue calculated at the relaxed coordinate for that \(n\).

If the electronic orbitals were frozen, \(P-P_0=np\), with \(p=\int|\phi_d|^2w\). The lattice energy would be \(-\lambda p^2n^2/2\), and its curvature \(-\lambda p^2\) would cancel in the midpoint rule. Relaxation of \(\phi_u\) and \(\phi_d\) makes \(P-P_0\) nonlinear in \(n\), which in general restores a third-order error.

The geometry decides which level is obtained. Half occupation at the neutral geometry estimates the vertical level; half occupation with the coordinate relaxed at \(n=1/2\) estimates the level between two relaxed charge states.

## (e) Put numbers into the estimate

**Use an electron mass \(0.5m_e\), \(r_s=4\) nm and \(\kappa=1.5\), rough values for a MoS2-like monolayer on oxide with fast electronic screening. Evaluate the level and its midpoint error.**

**Solution.** The defect has a unit positive core of Gaussian width 0.3 nm and an attractive Gaussian well of depth 1.2 eV and width 0.7 nm. One electron makes it neutral. The main case uses \(a=0.5\), an 8 nm cell and \(s=0.4\) nm in \(\alpha\). The raw energies are \(E(0)=-1.047110\) eV and \(E(1)=-1.742655\) eV, so

\[
\Delta E_{\rm cell}=-1.742655+1.047110=-0.695545\ {\rm eV}.
\]

The half-occupied eigenvalue is \(-0.694985\) eV. Their difference is

\[
R=-0.695545+0.694985=-0.00056\ {\rm eV}=-0.56\ {\rm meV}.
\]

The midpoint eigenvalue is too high by this amount relative to the same functional's energy difference. The value belongs to the 8 nm cell; without periodic images it is \(-0.59\) meV. The third derivative at the midpoint is \(-13.40\) meV, so the leading term predicts \(-13.40/24=-0.558\) meV. The fifth-derivative term adds only \(-0.001\) meV. As a separate test, the curvature integral of part (b), evaluated from second differences of total energies, gives \(-0.560\) meV.

The order can be read directly. Reducing the transfer from \(\delta=0.50\) to \(0.25\), centred on the same midpoint, changes the error from \(-0.0698\) to \(-0.0087\) meV. The ratio is close to \(2^3\), and the measured exponent is 3.00.

The image energy is \(\alpha=-0.1533\) eV. Subtracting it gives

\[
\mu_{0/-}=-0.6955+0.1533=-0.542\ {\rm eV},
\]

or 0.542 eV below the conduction-band edge in this 8 nm cell. The third digit is not converged with cell size: the same model without periodic images gives \(-0.5428\) eV. The corrected half-occupied eigenvalue gives the same value to within a millielectronvolt.

The raw endpoint eigenvalues, \(-0.698\) and \(-0.695\) eV, look almost equal. This does not mean that the isolated defect has little curvature. Their difference is 0.003 eV because the cell contributes \(2\alpha=-0.307\) eV. Removing that contribution leaves an average curvature of 0.310 eV. The corrected endpoint eigenvalues are \(-0.698\) eV at \(n=0\) and \(-0.695+0.307=-0.388\) eV at \(n=1\). Each misses the level by about 0.15 eV, as the \(C/2\) rule predicts.

A change of cell size, with the defect and functional fixed, tests the correction:

| \(L\) (nm) | Raw level (eV) | \(\alpha\) (eV) | Corrected level (eV) |
|---:|---:|---:|---:|
| 8 | −0.6955 | −0.1533 | −0.5423 |
| 12 | −0.6577 | −0.1151 | −0.5427 |
| 16 | −0.6350 | −0.0922 | −0.5428 |

The raw level moves by 61 meV across these cells, the corrected one by about 0.5 meV for \(s=0.4\) nm. This residual depends on the width assumed in \(\alpha\): the 8 nm level minus the 16 nm level is 0.8 meV for \(s=0.2\) nm and \(-0.1\) meV for \(s=0.6\) nm. The residual is comparable with the midpoint error, so both matter if sub-meV numerical agreement is sought.

## (f) Separate curvature, its variation and functional error

**Change \(a\) at fixed defect potential and 8 nm cell size. Which errors change, and what do they imply for a real channel?**

**Solution.** In the following table, \(\overline C=\varepsilon(1)-\varepsilon(0)-2\alpha\) is the average curvature after the leading cell contribution has been removed.

| \(a\) | Level (eV) | \(\overline C\) (eV) | \(R\) (meV) |
|---:|---:|---:|---:|
| 0.25 | −0.466 | 0.467 | −1.13 |
| 0.50 | −0.542 | 0.310 | −0.56 |
| 0.75 | −0.620 | 0.150 | −0.26 |
| 1.00 | −0.698 | −0.013 | −0.22 |

From \(a=0.75\) to \(1\), the average curvature falls from 0.150 eV to \(-0.013\) eV, yet the midpoint error changes little. Small average curvature does not by itself make \(R\) vanish; its odd variation matters. A shallower well of 0.9 eV, at \(a=0.5\) and the same cell size, gives a level of \(-0.339\) eV and \(R=-0.74\) meV.

The level itself shifts by 0.232 eV across the table. Half occupation follows each functional in the table to about 1 meV, but cannot decide which functional is right. For the same model Hamiltonian, a configuration-interaction calculation with 37 orbitals gives \(-0.711\) eV. No \(\alpha\) is subtracted from this value: the reference contains no interaction of an electron with itself, and the leading image terms of the electron pair, \(2\alpha\), and of the added electron with the core, \(-2\alpha\), cancel. This reference includes two-electron correlation within its finite basis; enlarging the basis from 22 to 37 orbitals lowered it by 0.4 meV, which does not bound the remaining basis error. Solving the two-electron problem on the full real-space grid gives \(-0.7117\) eV in the 8 nm cell and \(-0.7123\) eV in a 40 nm cell, so the converged value is close to \(-0.712\) eV. The \(a=0.5\) level lies 0.169 eV above the reference, about three hundred times its midpoint error. The \(a=1\) level lies 0.013 to 0.014 eV above it. That ranking belongs to this two-electron model and is no general prescription for a density functional.

Lattice relaxation with the illustrative strength \(\lambda=0.2\) eV lowers the main level by 51 meV, to \(-0.594\) eV. The relaxed half-occupation error is \(-0.06\) meV, smaller than the vertical error. In this case the lattice contribution to \(R\) is positive and largely offsets the electronic one; this cancellation is not guaranteed for another coupling.

Compared with a real MoS2 channel, the mass and screening length are of typical size, but the well and core are chosen to produce a deep level. They do not describe a sulfur vacancy, whose orbitals have atomic structure and whose neutral occupation differs from that of this one-electron centre. The added orbital has an rms radius of 0.60 nm, only about two lattice spacings, so the smooth-envelope assumption is strained. Replacing the parabolic band by a two-band dispersion with a 2 eV gap lowers the level by 22 meV. This sizes one part of that failure; the missing atomic chemistry is not sized. Replacing \(\kappa=1.5\) by a rough static value of 2.5 throughout lowers the level by 32 meV at \(a=0.5\). This does not size the slow polar response of a real oxide: the ions respond to the whole charge density, whereas the replacement also screens the removed self-interaction and so omits part of their polarization energy. For the isolated defect, keeping \(\kappa=1.5\) in the removed self-interaction alone gives a lowering of 67 meV at \(a=0.5\), while the replacement throughout raises the level by 2 meV at \(a=1\). These shifts were found separately and need not add.

Temperature changes the occupation condition as well. In thermal equilibrium the atoms relax in each charge state, so in this paragraph \(\mu_{0/-}\) means the relaxed level, not the vertical one. The neutral state has two spin choices and the negative singlet has one. If the vibrational free energies of the two charge states are equal, their population ratio is

\[
\frac{N_-}{N_0}=\frac12\exp\left(\frac{\mu-\mu_{0/-}}{k_BT}\right).
\]

Equal populations require \(\mu=\mu_{0/-}+k_BT\ln2\), an upward shift of 18 meV from the relaxed level at 300 K. Valley degeneracy and excited electronic states are omitted. The 0.56 meV midpoint error is therefore a statement about agreement with one functional's total energies, not the uncertainty of a device defect level. The full numerical output follows.

## Numbers as computed

```
Inputs: mass 0.5 m_e; screening length 4.0 nm
Environment constant: fast 1.5, static 2.5
Well depth 1.2 eV, width 0.7 nm; core 0.3 nm
Main cell side 8.0 nm; grid spacing 0.25 nm
Main self-interaction removal a = 0.5
Main raw-cell results, before image correction:
n=0.00: E=-1.047110 eV, eigenvalue=-0.698336 eV
n=0.25: E=-1.221419 eV, eigenvalue=-0.696261 eV
n=0.50: E=-1.395307 eV, eigenvalue=-0.694985 eV
n=0.75: E=-1.568981 eV, eigenvalue=-0.694548 eV
n=1.00: E=-1.742655 eV, eigenvalue=-0.694997 eV
Energy difference E(1)-E(0): -0.695545 eV
Integral of eigenvalue: -0.695545 eV
Energy slope at n=1/2: -0.694986 eV
Energy difference minus half eigenvalue: -0.5596 meV
Curvature at n=0, 1/2, 1: 0.00986, 0.00345, -0.00365 eV
Third derivative at n=1/2: -13.3966 meV
Leading error E'''/24: -0.5582 meV
Next error E^(5)/1920: -0.00136 meV
Error from curvature integral: -0.5596 meV
Curvature-range error bound: 1.6887 meV
Third-derivative error bound: 0.6327 meV
Error for transfer 0.50: -0.06982 meV
Error for transfer 0.25: -0.00872 meV
Measured error order: 3.0007
Functional comparison, levels image-corrected:
a=0.25: level=-0.46583 eV, eps(1)-eps(0)=0.16046 eV, error=-1.1252 meV
a=0.50: level=-0.54228 eV, eps(1)-eps(0)=0.00334 eV, error=-0.5596 meV
a=0.75: level=-0.61975 eV, eps(1)-eps(0)=-0.15659 eV, error=-0.2633 meV
a=1.00: level=-0.69821 eV, eps(1)-eps(0)=-0.31921 eV, error=-0.2192 meV
Shallow well 0.9 eV: level=-0.33867 eV, error=-0.7408 meV
Main added-orbital rms radius at n=1: 0.6022 nm
Cell-size comparison, main functional:
L=8 nm: raw=-0.69554, alpha=-0.15327, corrected=-0.54228, half corrected=-0.54172 eV
L=12 nm: raw=-0.65771, alpha=-0.11506, corrected=-0.54265, half corrected=-0.54207 eV
L=16 nm: raw=-0.63499, alpha=-0.09223, corrected=-0.54275, half corrected=-0.54217 eV
Level change on 0.2 nm grid: -0.00001 meV
Lattice coupling strength: 0.2 eV
Lattice lowering of level: 51.245 meV
Relaxed half-occupation error: -0.0611 meV
Correlated reference level, 8 nm cell: -0.71136 eV
Correlation shift from a=1: -13.150 meV
Reference change, 22 to 37 orbitals: -0.3629 meV
Two-band shift for 2.0 eV gap: -22.467 meV
Static-environment level shift: -32.389 meV
Spin entropy kT ln2 at 300 K: 17.919 meV
```
